# Potential of a Weakly Corrugated Dielectric Interface in a Normal Field

## 1. Definitions and conventions

Let the interface between two dielectrics be the surface

$$z=h(x)=a\cos qx,\qquad a>0,\quad q>0,\quad qa\ll1 .$$

Medium 1, the oxide, fills $z<h$ and has relative permittivity $\varepsilon_1$. Medium 2, the semiconductor, fills $z>h$ and has relative permittivity $\varepsilon_2$. A crest ($h>0$) is a place where oxide reaches into the semiconductor. A trough ($h<0$) is a place where semiconductor reaches into the oxide.

Both media are linear, isotropic and, at first, unbounded, with no free charge on the interface. Far from the interface the fields are $E_1\hat z$ and $E_2\hat z$. They are held fixed while the corrugation is introduced, and they satisfy

$$\varepsilon_1E_1=\varepsilon_2E_2\equiv F .$$

Thus $\varepsilon_0F$ is the mean displacement. The permittivity contrast is

$$\lambda=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}.$$

The field is $\mathbf E=-\nabla\phi$, and an electron has potential energy $-e\phi$ with $e>0$. In each medium we write

$$\phi=-E_jz+\phi_1 ,$$

where $j$ labels the medium that actually occupies the point. This choice matters in the thin strip between $z=0$ and $z=h$: there $\phi_1$ is not the difference from the flat-interface potential, because the medium itself has changed.

The result to be derived, to first order in $a$, is

$$\phi_1=\begin{cases}+\lambda E_1a\cos(qx)\,e^{qz}&\text{(oxide)}\\[2pt]-\lambda E_2a\cos(qx)\,e^{-qz}&\text{(semiconductor).}\end{cases}\tag{1}$$

## 2. Why the perturbation decays as $e^{-q|z|}$

There is no free charge inside either medium, so $\nabla^2\phi=0$. The term $-E_jz$ satisfies this equation by itself, and therefore $\nabla^2\phi_1=0$ as well. The interface is even in $x$ with period $2\pi/q$, so $\phi_1$ is a sum of terms $f_m(z)\cos mqx$. Laplace's equation gives

$$f_m''=(mq)^2f_m ,$$

with solutions $e^{\pm mqz}$ for $m\ge1$. A perturbation that stays finite must take $e^{+mqz}$ below the interface and $e^{-mqz}$ above it. For $m=0$ the solution is linear in $z$. Its slope is zero because the far fields are fixed, which leaves at most a constant.

To first order the boundary conditions are driven by $h$, which contains only $\cos qx$. Hence only $m=1$ appears:

$$\phi_1=A_1\cos(qx)e^{qz}\ \text{(oxide)},\qquad \phi_1=A_2\cos(qx)e^{-qz}\ \text{(semiconductor)}.$$

The decay length $1/q$ is set by the period alone. The permittivities and the field affect only the amplitudes.

## 3. The two boundary conditions

**Continuity of potential.** At $z=h$ the two expressions for $\phi$ must agree:

$$-E_1h+A_1\cos(qx)e^{qh}=-E_2h+A_2\cos(qx)e^{-qh}.$$

The amplitudes $A_j$ are of order $a$, so replacing $e^{\pm qh}$ by 1 costs only terms of order $a^2$. With $h=a\cos qx$, division by $\cos qx$ gives

$$A_1-A_2=a(E_1-E_2).\tag{2}$$

**Continuity of normal displacement.** An unnormalized normal to the surface is $\mathbf N=(-h',1)$, so the continuous quantity is $\varepsilon_j(E_z-h'E_x)$. Here $h'=-qa\sin qx$ is first order. The field $E_x$ comes from $\phi_1$ alone and is also first order. Their product can be dropped, leaving $\varepsilon_jE_z$. Differentiating $\phi$ at $z=0$ gives

$$E_z=E_1-qA_1\cos qx\ \text{(oxide)},\qquad E_z=E_2+qA_2\cos qx\ \text{(semiconductor)}.$$

The signs differ because one exponential grows with $z$ and the other falls. Since $\varepsilon_1E_1=\varepsilon_2E_2$, the mean terms cancel:

$$-\varepsilon_1A_1=\varepsilon_2A_2.\tag{3}$$

Both permittivities are positive, so $A_1$ and $A_2$ have opposite signs.

**Solution.** Insert $A_2=-\varepsilon_1A_1/\varepsilon_2$ from (3) into (2):

$$A_1\frac{\varepsilon_1+\varepsilon_2}{\varepsilon_2}=a(E_1-E_2).$$

Because $E_2=\varepsilon_1E_1/\varepsilon_2$, the field difference is $E_1-E_2=E_1(\varepsilon_2-\varepsilon_1)/\varepsilon_2$. Therefore

$$A_1=aE_1\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}=\lambda E_1a .$$

Equation (3) then gives

$$A_2=-\frac{\varepsilon_1}{\varepsilon_2}\lambda E_1a=-\lambda E_2a ,$$

which is (1). The magnitudes are in the ratio $|A_1|:|A_2|=\varepsilon_2:\varepsilon_1$, so the larger perturbation lies in the medium of lower permittivity.

## 4. Reading the result

**The total potential has no jump.** The opposite signs might suggest a discontinuity at the interface. On the true surface, the oxide expression gives

$$\phi(x,h)=-E_1h+\lambda E_1h=-\frac{2\varepsilon_1E_1}{\varepsilon_1+\varepsilon_2}h=-\frac{2F}{\varepsilon_1+\varepsilon_2}h .$$

The semiconductor expression gives $-(1+\lambda)E_2h=-2\varepsilon_2E_2h/(\varepsilon_1+\varepsilon_2)$, which is the same. The jump belongs to $\phi_1$ alone: going from semiconductor to oxide on the true surface, $\phi_1$ changes by $(E_1-E_2)h$, and the term $-E_jz$ changes by the opposite amount.

**Dipole picture.** The flat interface carries bound charge $\sigma_b=\varepsilon_0(E_2-E_1)$ per area. Moving this charge from $z=0$ to $z=h$ is equivalent, to first order, to adding a dipole sheet of moment $\sigma_bh$ per area. The potential rises across such a sheet by $\sigma_bh/\varepsilon_0=(E_2-E_1)h$, which is (2). Without any dielectric response the jump would divide equally between the sides. Continuity of displacement divides it in the ratio $\varepsilon_2:\varepsilon_1$ instead.

**Fields.** Although the potentials have opposite signs, the changes in $E_z$ have the same sign. At the interface they are $-q\lambda E_1a\cos qx$ in the oxide and $-q\lambda E_2a\cos qx$ in the semiconductor. For $\varepsilon_2>\varepsilon_1$ and $E_1>0$, the field is weakened at crests and strengthened at troughs. Flux gathers where the high-permittivity semiconductor protrudes into the oxide.

**Limits.** If $\varepsilon_1=\varepsilon_2$, then $\lambda=0$ and the geometric boundary has no electrical effect. If $\varepsilon_2\to\infty$ at fixed $E_1$, then $E_2\to0$ and $\lambda\to1$. The upper medium has no potential variation, as in a conductor, and $A_1=aE_1$ cancels $-E_1h$ on the surface. If the insulator has the higher permittivity, $\lambda<0$: both amplitudes change sign and remain opposite to each other.

**General roughness.** The first-order problem is linear in $h$. For a real profile $h(\mathbf r)=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ in the interface plane, each component may be treated with its own axis along $\mathbf k$. In the semiconductor

$$\phi_1(\mathbf r,z)=-\lambda E_2\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}e^{-|\mathbf k|z}.$$

At a given depth the short periods are therefore suppressed most strongly. The $\mathbf k=0$ term is removed by placing $z=0$ at the mean height.

## 5. Size of the first-order error

Changing $a$ to $-a$ is the same as shifting the profile by half a period. That shift reverses $\cos qx$, so the fundamental amplitude is odd in $a$, and its first correction is smaller than the leading term by a factor of order $(qa)^2$. A second harmonic appears earlier, at order $a^2$.

To find it, add $B_1\cos(2qx)e^{2qz}$ in the oxide and $B_2\cos(2qx)e^{-2qz}+C$ in the semiconductor. The second-order terms in the continuity of potential are

$$qaA_1\cos^2qx+B_1\cos2qx=-qaA_2\cos^2qx+B_2\cos2qx+C .$$

Using $\cos^2qx=(1+\cos2qx)/2$ and comparing coefficients of $\cos2qx$,

$$B_2-B_1=\frac{qa}{2}(A_1+A_2)=\frac{\lambda qa^2}{2}(E_1-E_2).\tag{4}$$

For the displacement, the product $-h'E_x$ must now be kept. Since $E_x=qA_j\sin qx$ at leading order, it equals $q^2aA_j\sin^2qx$. Expanding $E_z$ at $z=h$ contributes $-q^2aA_j\cos^2qx$ on both sides. The two combine to $-q^2aA_j\cos2qx$, and continuity requires

$$\varepsilon_1(-q^2aA_1-2qB_1)=\varepsilon_2(-q^2aA_2+2qB_2).$$

With $\varepsilon_2A_2=-\varepsilon_1A_1$ this becomes

$$\varepsilon_1B_1+\varepsilon_2B_2=-qa\,\varepsilon_1A_1=-\lambda qa^2F.\tag{5}$$

Equations (4) and (5) have the solution

$$B_j=-\tfrac12\lambda E_jqa^2 .$$

Substitution verifies both equations. Unlike the fundamentals, the second harmonics have the same sign on the two sides. Their size relative to the fundamental is $qa/2$ at $z=0$, and they decay twice as fast.

## 6. A gate at finite distance

Let a flat conducting gate lie at $z=-t$, with $a\ll t$, and keep the mean fields fixed. The perturbation must vanish on the gate, so the oxide function becomes

$$\phi_1=A_1\cos(qx)\frac{\sinh q(z+t)}{\sinh qt}.$$

It equals $A_1\cos qx$ at $z=0$, so (2) is unchanged. Its slope there is $qA_1\coth(qt)\cos qx$, so (3) becomes $-\varepsilon_1\coth(qt)A_1=\varepsilon_2A_2$. Eliminating $A_1$ gives

$$A_2=-a(E_1-E_2)\frac{\varepsilon_1\coth qt}{\varepsilon_2+\varepsilon_1\coth qt}.\tag{6}$$

For $qt\gg1$, $\coth qt\to1$ and (1) returns. As $qt\to0$, $\coth qt\to\infty$ and $A_2\to-a(E_1-E_2)$. The limit is approached only when $\varepsilon_1\coth qt\gg\varepsilon_2$, that is $qt\ll\varepsilon_1/\varepsilon_2$; for $\varepsilon_2=3\varepsilon_1$ and $qt=0.1$, (6) gives only 77% of it. This is the potential change from a local variation of oxide thickness: relative to the gate, $\phi=-E_1(t+h)-E_2(z-h)$, whose part proportional to $h$ is $-(E_1-E_2)h$.

## 7. Charge in the semiconductor

**Frozen charge.** Put a uniform sheet of fixed charge in the semiconductor, on a plane above all crests. It changes the mean field across that plane by a constant. Adding the corresponding linear potential above the sheet satisfies Gauss's law there, while $\phi_1$ passes through smoothly. The perturbation is unchanged, provided $E_2$ means the field at the interface. Layers of frozen planar charge can be built from such sheets.

**Responding electrons.** Mobile electrons rearrange in the perturbation. Represent them by a thin sheet at depth $d$, with unbounded oxide. First consider a sheet charge $\rho\cos qx$ at that depth. Its potential in the semiconductor is

$$\frac{\rho\cos qx}{2\varepsilon_0\varepsilon_2q}\left[e^{-q|z-d|}+Re^{-q(z+d)}\right],$$

and in the oxide the bracket is $Te^{-q(d-z)}$. At $z=0$, continuity of potential gives $1+R=T$, and continuity of displacement gives $\varepsilon_2(1-R)=\varepsilon_1T$. Hence $R=\lambda$.

In linear response at long wavelength, a potential $\phi_s$ at the sheet raises the electron density by $e(dn/d\mu)\phi_s$, where $\mu$ is the chemical potential measured from the subband edge. The induced charge is $-e^2(dn/d\mu)\phi_s=-\varepsilon_0S\phi_s$, with $S=e^2(dn/d\mu)/\varepsilon_0$. Adding its potential to the bare one,

$$\phi_s=\phi_{\rm bare}-\frac{S(1+\lambda e^{-2qd})}{2\varepsilon_2q}\phi_s ,$$

so that

$$\phi_s=\frac{\phi_{\rm bare}}{\kappa},\qquad \kappa=1+\frac{S(1+\lambda e^{-2qd})}{2\varepsilon_2q}.\tag{7}$$

For one parabolic subband with constant density of states $g$, $n=gk_BT\ln(1+e^{\mu/k_BT})$. Differentiation gives $dn/d\mu=g/(1+e^{-\mu/k_BT})$. Since $1+e^{\mu/k_BT}=e^{n/gk_BT}$, this is

$$\frac{dn}{d\mu}=g\left(1-e^{-E_F/k_BT}\right),\qquad E_F=\frac ng ,$$

where $E_F$ is the Fermi energy that the same density would have at zero temperature.

## 8. Worked example

Take $\varepsilon_1=3.9$, $\varepsilon_2=11.7$, $E_2=1$ MV/cm, $a=0.2$ nm and a period of 10 nm. Then $E_1=(11.7/3.9)E_2=3$ MV/cm, $\lambda=7.8/15.6=0.5$, $q=0.628$ nm$^{-1}$ and $qa=0.126$. Since 1 MV/cm is 0.1 V/nm,

$$A_1=0.5(0.3)(0.2)\ \text V=30\ \text{mV},\qquad A_2=-0.5(0.1)(0.2)\ \text V=-10\ \text{mV}.$$

Above a crest the electron energy in the semiconductor is raised; its first-order amplitude, continued to $z=0$, is 10 meV. At a depth of 1.8 nm the decay factor is $e^{-qd}=0.323$, leaving 3.2 meV.

**Comparison with the full profile.** The electrostatic problem was also solved numerically for the bound charge on the cosine surface, without expanding in $a$. Referred back to $z=0$, the fundamentals are 30.06 and $-10.02$ mV, both 0.20% larger in magnitude than the first-order values. The second harmonics are $-1.90$ mV in the oxide and $-0.63$ mV in the semiconductor; the formula of Section 5 gives $-1.88$ and $-0.63$ mV. The oxide field is 2.81 MV/cm at a crest and 3.19 MV/cm at a trough, in agreement with $3\mp0.19$ MV/cm. The peak is about a third of a rough breakdown field of 10 MV/cm.

**Gate.** For $t=3$ nm, $\coth qt=1.047$. Equation (6), with $a(E_1-E_2)=40$ mV, gives

$$A_2=-40\,\frac{3.9(1.047)}{11.7+3.9(1.047)}\ \text{mV}=-10.35\ \text{mV},$$

a 3.5% increase in magnitude over the unbounded-oxide value.

**Screening.** If the electron sheet ends the whole semiconductor field, $en/\varepsilon_0=\varepsilon_2E_2=1.17$ V/nm, or $n=6.5\times10^{12}$ cm$^{-2}$. With an in-plane mass of 0.19 electron masses and fourfold spin and valley degeneracy, $E_F=40.7$ meV. At 300 K, $k_BT=25.9$ meV, and

$$S=\frac{1.17}{0.0407}\left(1-e^{-40.7/25.9}\right)\ \text{nm}^{-1}\approx22.8\ \text{nm}^{-1}.$$

Equation (7) then gives $\kappa\approx2.6$, and the energy amplitude at 1.8 nm falls from 3.2 to about 1.2 meV. This is an estimate for a thin sheet with one subband, using the long-wave thermal response. In a (100) silicon layer of this density at 300 K, a self-consistent Hartree calculation puts only about 55–60% of the electrons in the lowest subband for acceptor doping of $10^{15}$–$10^{16}$ cm$^{-3}$, about 66% at $10^{17}$ and about 83% at $10^{18}$ cm$^{-3}$; the rest occupy higher subbands and other valleys. Depending on how these electrons, the layer's thickness and the finite $q$ are treated, simple models give divisors from about 1.7 to 3.8; averaged over the lowest-subband state the divisor is close to 2.

## 9. Other effects of the same corrugation

The potential (1) is one part of the roughness perturbation. The interface also confines the electrons, and its displacement moves the confining wall. A one-dimensional calculation with a hard wall, a confinement mass of 0.92 and the field of a fixed trial charge of mean depth 1.8 nm gives an energy amplitude of 11 meV for a uniform wall displacement of amplitude 0.2 nm. The bare dielectric term averaged over the same state is 4.2 meV. Both raise the energy at a crest, so they add. The computed state has mean depth 1.6 nm rather than 1.8 nm, which shows that the trial charge is not self-consistent; these values serve to compare sizes.

An electron is also repelled by its own image charge when $\varepsilon_2>\varepsilon_1$. The image has charge $\lambda$ times that of the electron and lies a distance $2d$ away. The factor one half for a self-induced potential gives the energy

$$U=\frac{\lambda e^2}{16\pi\varepsilon_0\varepsilon_2d},$$

which is 8.5 meV at $d=1.8$ nm. Moving a flat interface by 0.2 nm changes it by about 1 meV. This is the long-wave value. For the 10 nm period, where $qd\approx1.1$, the first-order change for an electron held at this depth is smaller, about 0.4 meV.

The oxide branch of (1) acts only on the electron's tail in the oxide, and its direct contribution is small here. With a rough barrier of 3 eV and an oxide mass of 0.5, the probability in the oxide is about 0.09%. Multiplied by the largest first-order oxide energy, 30 meV, it contributes at most about 0.03 meV in this model. For an electron at the semiconductor band edge, the semiclassical tunnelling factor through 3 nm of oxide is of order $10^{-15}$; from the lowest subband it is a few times larger.

## 10. Relation to a silicon channel

The parameters are rough values for a silicon/silicon-dioxide inversion layer in strong inversion. A real interface has a random profile with many periods, so the 10 nm cosine represents one Fourier component. Its 0.2 nm amplitude is comparable to an atomic bond length, where a sharp boundary between bulk permittivities is itself an approximation; the error from this is not estimated here. Of the electrostatic corrections evaluated above, electron response is the largest: in the thin-sheet, one-subband model it reduces the dielectric term at the chosen depth by a factor of about 2.6, whereas the gate changes that term by 3.5%. A calculation of the roughness-limited mobility would need the roughness spectrum and the combined, screened matrix element of the wall, dielectric and image terms, together with the potential of the electron charge that moves with the wall. For a rigidly shifted one-subband charge that last term is $-\tfrac12\lambda E_2a\langle e^{-qz}\rangle^2\approx-0.8$ meV at a crest, opposite in sign to the wall and dielectric terms. The output below lists the values of the worked example; the subband fractions, the range of screening divisors, the image-energy change at the 10 nm period, the charge-shift term and the tunnelling ratio from the lowest subband are separate estimates not contained in it.

## Table of computed values

```
Relative permittivity, oxide: 3.9
Relative permittivity, semiconductor: 11.7
Permittivity contrast lambda: 0.500
Semiconductor field: 1.000 MV/cm
Oxide field: 3.000 MV/cm
Corrugation amplitude a: 0.200 nm
Corrugation period: 10.0 nm
Wave number q: 0.6283 1/nm
Product qa: 0.1257
Decay length 1/q: 1.592 nm
First-order oxide amplitude at z=0: 30.000 mV
First-order semiconductor amplitude at z=0: -10.000 mV
Full-solution oxide amplitude: 30.0594 mV
Full-solution semiconductor amplitude: -10.0197 mV
Relative deviation, oxide: 0.1980 %
Relative deviation, semiconductor: 0.1970 %
Relative shift on refining surface mesh: 9.7e-15
Full second harmonic, oxide: -1.8961 mV
Full second harmonic, semiconductor: -0.6312 mV
First-order interface potential at crest: -30.000 mV
Full interface potential, fundamental: -30.000 mV
First-order oxide field modulation qA: 0.1885 MV/cm
Full oxide field at crest: 2.812 MV/cm
Full oxide field at trough: 3.188 MV/cm
Trough field / rough breakdown field: 0.319
Rough breakdown field used: 10 MV/cm
Chosen electron depth: 1.8 nm
Decay factor at that depth: 0.3227
Electron energy amplitude at z=0: 10.000 meV
Electron energy amplitude at chosen depth: 3.227 meV
Gate distance: 3.0 nm
Semiconductor amplitude with gate: -10.350 mV
Relative change due to gate: 3.50 %
Temperature: 300 K
Thermal energy kT: 25.85 meV
Sheet density ending the field: 6.466e+12 1/cm2
Zero-temperature Fermi energy: 40.73 meV
Twice the Fermi wave number: 0.901 1/nm
In-plane mass / electron mass: 0.19
Screening divisor: 2.630
Screened energy amplitude at depth: 1.227 meV
Confinement mass / electron mass: 0.92
Mean depth of computed state: 1.560 nm
Bare dielectric term averaged over state: 4.185 meV
Mean field on computed state: 0.559 MV/cm
Energy amplitude from moving hard wall: 11.157 meV
Image energy at chosen depth: 8.547 meV
Long-wave image-energy change: 0.962 meV
Rough oxide barrier: 3.0 eV
Oxide mass / electron mass: 0.50
Probability inside oxide: 0.0935 %
Relative shift of it on halving step: 0.030 %
Bound on oxide-tail energy: 0.0280 meV
Tunnelling exponent to gate: 34.66
Tunnelling factor to gate: 8.82e-16
```
